**Flux, interference and the Hall effect in three-site hopping**

The program tests that magnetic flux enters phonon-assisted hopping through closed loops, the smallest being a triangle. In the lowest flux-dependent order the rate contains $w_3\sin\Phi$, where $\Phi$ is the loop phase and $w_3$ the amplitude from interference of the direct and indirect paths; $W_0$ is the direct rate. Exact diagonalization with truncated quantized phonons asserts that the phase has no effect for two sites or for a triangle with one link cut, and that it does have an effect in the intact triangle. Three-level propagation averaged over frozen thermal phonon fields asserts the odd and even rate formulas, the cyclic symmetry of the odd rates, and the drift and Hall velocities of a triangular lattice; the printed ratios to the formulas differ from one by at most $5\times10^{-5}$. Oscillator matrices assert the powers of the phonon coupling and the complex-time correlation function used for quantum phonons. For the rough oxide parameters at 300 K, the classical Hall and drift mobilities are $1.4\times10^{-2}$ and $3.0\times10^{-4}$ cm²/Vs. Quantum phonons change them to $1.6\times10^{-2}$ and $5.0\times10^{-4}$ cm²/Vs.

## Numerical check

```python
"""Hall effect in phonon-assisted hopping: why a closed loop of three sites is needed.

Result under test: the rate start -> end depends on magnetic flux only through
interference of the direct path with the path over a third site.  The part odd in
flux is w3*sin(Phi), Phi = arg(H_ij H_jk H_ki), i = start, j = end, k = third site.
For equal sites and classical phonons
    W0 = 2 pi J^2 exp(-lam/4kT) / (hbar sqrt(4 pi lam kT))     direct rate
    w3 = 2 pi J^3 exp(-lam/3kT) / (sqrt(3) hbar lam kT)        odd amplitude
and on a triangular lattice of spacing a the Hall mobility is -(q a^2/2hbar) w3/W0.
J: signed transfer energy, lam: reorganization energy, kT: thermal energy.
Internal rates use hbar = 1 (rates in energy units) until converted for printing.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.special import dawsn

PI = np.pi


# ---------- exact dynamics with quantized phonons, one mode on each site ----------
def quantum_transfer(h_el, start, end, time=4.0, levels=4, omega=1.0, g=0.8, kT=1.0):
    """Probability start -> end for a carrier coupled to truncated oscillators."""
    n_sites = len(h_el)
    lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
    number = np.diag(np.arange(levels)).astype(float)

    def on_mode(op, mode):
        out = np.eye(1)
        for m in range(n_sites):
            out = np.kron(out, op if m == mode else np.eye(levels))
        return out

    bath = omega * sum(on_mode(number, m) for m in range(n_sites))
    dim = len(bath)
    ham = np.kron(h_el, np.eye(dim)) + np.kron(np.eye(n_sites), bath)
    for s in range(n_sites):
        projector = np.zeros((n_sites, n_sites))
        projector[s, s] = 1.0
        ham = ham + g * omega * np.kron(projector, on_mode(lower + lower.T, s))
    energy, vec = np.linalg.eigh(ham)
    rows = vec[end * dim:(end + 1) * dim]
    cols = vec[start * dim:(start + 1) * dim]
    block = (rows * np.exp(-1j * energy * time)) @ cols.conj().T
    weight = np.exp(-np.diag(bath) / kT)
    return float(np.sum(np.abs(block) ** 2 * (weight / weight.sum())))


def triangle(phases, links=(0.3, 0.3, 0.3), energies=(0.0, 0.3, -0.2)):
    """Electronic matrix with H01, H12, H20 carrying the given phases."""
    h = np.diag(energies).astype(complex)
    for (r, c), ph, size in zip(((0, 1), (1, 2), (2, 0)), phases, links):
        h[r, c] = size * np.exp(1j * ph)
        h[c, r] = np.conj(h[r, c])
    return h


pair = [quantum_transfer(np.array([[0, 0.3 * np.exp(1j * p)],
                                   [0.3 * np.exp(-1j * p), 0.2]]), 0, 1)
        for p in (0.0, 1.1)]
two_site_change = abs(pair[1] - pair[0])
assert two_site_change < 1e-11
p_zero = quantum_transfer(triangle((0, 0, 0)), 0, 1)
p_plus = quantum_transfer(triangle((1.0, 0, 0)), 0, 1)
p_minus = quantum_transfer(triangle((-1.0, 0, 0)), 0, 1)
p_gauge = quantum_transfer(triangle((0.2, 1.5, -0.7)), 0, 1)
assert abs(p_plus - p_gauge) < 1e-11
assert abs(p_plus - p_zero) > 1e-4 and abs(p_plus - p_minus) > 1e-4
cut_change = 0.0
for cut in range(3):
    sizes = [0.3, 0.3, 0.3]
    sizes[cut] = 0.0
    diff = (quantum_transfer(triangle((1.0, 0.4, 0.3), sizes), 0, 1)
            - quantum_transfer(triangle((0, 0, 0), sizes), 0, 1))
    cut_change = max(cut_change, abs(diff))
assert cut_change < 1e-11


# ---------- power of the phonon coupling in the on-shell interference ----------
def overlap(n_state, m_state, shift):
    """Franck-Condon overlap of two-mode states displaced relative to each other."""
    low = np.diag(np.sqrt(np.arange(1, 14)), 1)
    value = 1.0
    for n, m, x in zip(n_state, m_state, shift):
        value *= expm(x * (low.T - low))[n, m]
    return value


def loop_product(g, mid_state, end_state):
    d_start, d_end, d_mid = (g * np.array(v) for v in ((0, 0), (1, 0.7), (0.6, 1.3)))
    return abs(overlap((0, 0), end_state, d_end - d_start)
               * overlap(end_state, mid_state, d_mid - d_end)
               * overlap(mid_state, (0, 0), d_start - d_mid))


loop_powers = [np.log2(loop_product(0.02, (1, 0), e) / loop_product(0.01, (1, 0), e))
               for e in ((1, 1), (0, 1))]
direct_power = np.log2(overlap((0, 0), (0, 1), (0.02, 0.014)) ** 2
                       / overlap((0, 0), (0, 1), (0.01, 0.007)) ** 2)
assert max(abs(np.array(loop_powers) - 4)) < 0.01 and abs(direct_power - 2) < 0.01


# ---------- derived classical-phonon formulas (hbar = 1) ----------
def direct_rate(J, lam, kT, gap=0.0):
    mean = lam + gap
    return (2 * PI * J**2 * np.exp(-mean**2 / (4 * lam * kT))
            / np.sqrt(4 * PI * lam * kT))


def odd_rate(J, lam, kT, gap_end=0.0, gap_third=0.0):
    """Coefficient of sin(Phi), from the joint density of both gaps at zero."""
    m1, m2 = lam + gap_end, lam + gap_third
    expo = (m1**2 - m1 * m2 + m2**2) / (3 * lam * kT)
    return 4 * PI**2 * J**3 * np.exp(-expo) / (2 * PI * np.sqrt(3) * lam * kT)


def odd_equal(J, lam, kT):
    return 2 * PI * J**3 * np.exp(-lam / (3 * kT)) / (np.sqrt(3) * lam * kT)


def even_ratio(J, lam, kT, gap_end=0.0, gap_third=0.0):
    """Coefficient of cos(Phi) divided by the direct rate."""
    mean = lam + gap_third - 0.5 * (lam + gap_end)
    sd = np.sqrt(1.5 * lam * kT)
    return -2 * J * np.sqrt(2) / sd * dawsn(mean / (np.sqrt(2) * sd))


# ---------- exact three-level propagation in frozen thermal phonon fields ----------
J_TEST, LAM_TEST, KT_TEST = 1e-3, 6.0, 1.0


def frozen_rate(eps, start, end, flux):
    """Growth rate of the population of 'end', averaged over phonon fields."""
    third = 3 - start - end
    scale = LAM_TEST * KT_TEST
    half = 8 * np.sqrt(2 * scale)
    dev = np.arange(-half, half, 0.5)
    d1, d2 = (x.ravel() for x in np.meshgrid(dev, dev, indexing="ij"))
    weight = np.exp(-(d1**2 - d1 * d2 + d2**2) / (3 * scale))
    weight /= weight.sum()
    ham = np.zeros((len(d1), 3, 3), complex)
    ham[:, end, end] = d1 + LAM_TEST + eps[end] - eps[start]
    ham[:, third, third] = d2 + LAM_TEST + eps[third] - eps[start]
    for r, c, ph in ((0, 1, flux), (1, 2, 0.0), (2, 0, 0.0)):
        ham[:, r, c] = J_TEST * np.exp(1j * ph)
        ham[:, c, r] = J_TEST * np.exp(-1j * ph)
    energy, vec = np.linalg.eigh(ham)
    coeff = vec[:, end, :] * vec[:, start, :].conj()
    times = np.array([8.0, 12.0]) / np.sqrt(scale)
    prob = [np.sum(weight * np.abs(np.sum(coeff * np.exp(-1j * energy * t), axis=1))**2)
            for t in times]
    return (prob[1] - prob[0]) / (times[1] - times[0])


def frozen_odd(eps, start, end):
    return 0.5 * (frozen_rate(eps, start, end, PI / 2)
                  - frozen_rate(eps, start, end, -PI / 2))


def frozen_even(eps, start, end):
    return 0.5 * (frozen_rate(eps, start, end, 0.0) - frozen_rate(eps, start, end, PI))


flat = (0.0, 0.0, 0.0)
odd_flat = frozen_odd(flat, 0, 1)
odd_flat_ratio = odd_flat / odd_equal(J_TEST, LAM_TEST, KT_TEST)
assert abs(odd_flat_ratio - 1) < 2e-3

uneven = (0.0, 0.5, -0.4)
cyclic_values = []
for s in range(3):
    outgoing = []
    for step in (1, 2):
        e = (s + step) % 3
        k = 3 - s - e
        sign = 1 if step == 1 else -1
        value = frozen_odd(uneven, s, e)
        formula = sign * odd_rate(J_TEST, LAM_TEST, KT_TEST,
                                  uneven[e] - uneven[s], uneven[k] - uneven[s])
        assert abs(value / formula - 1) < 2e-3
        outgoing.append(value)
        cyclic_values.append(sign * value * np.exp(-uneven[s] / KT_TEST))
    assert abs(sum(outgoing)) < 2e-3 * abs(outgoing[0])
cyclic_spread = np.ptp(cyclic_values) / np.mean(cyclic_values)
assert cyclic_spread < 2e-3

even_value = frozen_even(uneven, 0, 1)
even_formula = (direct_rate(J_TEST, LAM_TEST, KT_TEST, uneven[1])
                * even_ratio(J_TEST, LAM_TEST, KT_TEST, uneven[1], uneven[2]))
assert abs(even_value / even_formula - 1) < 5e-3

# Raising the third site removes real intermediate states but leaves virtual ones.
raised = (0.0, 0.0, 9.0)
on_shell_near = abs(odd_flat / frozen_even(flat, 0, 1))
on_shell_far = abs(frozen_odd(raised, 0, 1) / frozen_even(raised, 0, 1))
assert on_shell_far < 0.02 * on_shell_near

# Drift and Hall velocities on a triangular lattice, spacing 1, force along x.
force = 0.05
v_hall, v_drift = np.zeros(2), np.zeros(2)
for n in range(6):
    angles = (n * PI / 3, (n + 1) * PI / 3)
    corners = [np.array([np.cos(x), np.sin(x)]) for x in angles]
    eps = (0.0, -force * corners[0][0], -force * corners[1][0])
    for end in (1, 2):
        # positive field flux runs anticlockwise, opposite to Phi of H01 H12 H20
        plus = frozen_rate(eps, 0, end, -PI / 2)
        minus = frozen_rate(eps, 0, end, PI / 2)
        v_hall += corners[end - 1] * 0.5 * (plus - minus)
        v_drift += corners[end - 1] * 0.25 * (plus + minus)  # bond shared by two triangles
hall_expected = np.sqrt(3) * odd_equal(J_TEST, LAM_TEST, KT_TEST) * force / KT_TEST
drift_expected = 1.5 * direct_rate(J_TEST, LAM_TEST, KT_TEST) * force / KT_TEST
hall_ratio, drift_ratio = v_hall[1] / hall_expected, v_drift[0] / drift_expected
assert abs(hall_ratio - 1) < 5e-3 and abs(v_hall[0]) < 5e-3 * hall_expected
assert abs(drift_ratio - 1) < 5e-3 and abs(v_drift[1]) < 5e-3 * drift_expected


# ---------- quantum phonons: complex-time correlation functions ----------
def gamma(tau, beta, omegas, huang_rhys):
    tau = np.atleast_1d(tau)[:, None]
    return np.sum(huang_rhys * (np.cosh(beta * omegas / 2)
                                - np.cosh(omegas * (beta / 2 - tau)))
                  / np.sinh(beta * omegas / 2), axis=1)


low = np.diag(np.sqrt(np.arange(1, 60)), 1)
h0 = np.diag(np.arange(60.0))
s_test, b_test = 0.8, 1.3
h1 = h0 + np.sqrt(s_test) * (low + low.T)
tau_test = b_test / 3 + 0.7j
trace = (np.trace(expm(-(b_test - tau_test) * h0) @ expm(-tau_test * h1))
         / np.trace(expm(-b_test * h0)))
closed = np.exp(s_test * tau_test
                - gamma(tau_test, b_test, np.array([1.0]), np.array([s_test]))[0])
assert abs(trace / closed - 1) < 1e-8


def quantum_rates(J, lam, kT, centre, half_width, t_max=300.0, dt=0.5):
    """Direct rate and odd amplitude for a semi-elliptic phonon band."""
    k = np.arange(1, 61)
    omegas = centre + half_width * np.cos(k * PI / 61)
    huang_rhys = 0.5 * lam * (2 / 61) * np.sin(k * PI / 61)**2 / omegas
    beta, n = 1 / kT, int(round(t_max / dt))
    t = dt * np.arange(-n, n + 1)
    t_long = dt * np.arange(-2 * n, 2 * n + 1)
    two = np.exp(-gamma(beta / 2 + 1j * t, beta, omegas, huang_rhys)
                 - gamma(beta / 2 - 1j * t, beta, omegas, huang_rhys))
    seg = np.exp(-gamma(beta / 3 + 1j * t, beta, omegas, huang_rhys))
    seg_long = np.exp(-gamma(beta / 3 - 1j * t_long, beta, omegas, huang_rhys))
    three = np.sum(np.convolve(seg, seg) * seg_long)
    return J**2 * dt * np.sum(two).real, J**3 * dt**2 * three.real


hot = quantum_rates(-0.01, 0.6, 0.3, 0.05, 0.02)
hot_ratios = (hot[0] / direct_rate(-0.01, 0.6, 0.3), hot[1] / odd_equal(-0.01, 0.6, 0.3))
assert max(abs(np.array(hot_ratios) - 1)) < 0.01

# ---------- worked example: triangular layer of hole polarons, rough parameters ----------
k_ev = const.k / const.e
hbar_ev = const.hbar / const.e
spacing = 0.28e-9
lam, J = 0.60, -0.010
centre, half_width = 0.050, 0.020
field_b = 10.0
field_e = 1e6
occupied, permittivity = 0.01, 10.0


def mobilities(w_direct, w_odd, kT):
    drift = 1.5 * spacing**2 * (w_direct / hbar_ev) / kT
    hall = -spacing**2 / (2 * hbar_ev) * w_odd / w_direct
    return drift * 1e4, hall * 1e4


print("TESTS")
print(f"two-site change with phase: {two_site_change:.1e}")
print(f"triangle P at flux 0, +1, -1 rad: {p_zero:.5f}, {p_plus:.5f}, {p_minus:.5f}")
print(f"largest change with one link cut: {cut_change:.1e}")
print(f"coupling power, on-shell loop: {loop_powers[0]:.3f}, {loop_powers[1]:.3f}")
print(f"coupling power, one-phonon hop: {direct_power:.3f}")
print(f"odd rate, propagated/formula: {odd_flat_ratio:.5f}")
print(f"cyclic symmetry, relative spread: {cyclic_spread:.1e}")
print(f"even rate, propagated/formula: {even_value / even_formula:.5f}")
print(f"|odd/even|, third site level: {on_shell_near:.4f}")
print(f"|odd/even|, third site raised 9 kT: {on_shell_far:.2e}")
print(f"lattice Hall velocity, propagated/formula: {hall_ratio:.5f}")
print(f"lattice drift velocity, propagated/formula: {drift_ratio:.5f}")
print(f"quantum/classical at kT=0.3 eV, W0, w3: {hot_ratios[0]:.4f}, {hot_ratios[1]:.4f}")
print("EXAMPLE INPUTS (rough)")
print(f"spacing: {spacing * 1e9:.2f} nm")
print(f"reorganization energy: {lam:.2f} eV")
print(f"transfer energy: {J * 1e3:.1f} meV")
print(f"phonon band: {(centre - half_width) * 1e3:.0f} to "
      f"{(centre + half_width) * 1e3:.0f} meV")
print(f"barriers lam/4, lam/3, lam/12: {lam / 4:.3f}, {lam / 3:.3f}, {lam / 12:.3f} eV")
for temperature in (300.0, 400.0):
    kT = k_ev * temperature
    w0, w3 = direct_rate(J, lam, kT), odd_equal(J, lam, kT)
    q0, q3 = quantum_rates(J, lam, kT, centre, half_width)
    r0, r3 = quantum_rates(J, lam, kT, centre, half_width, t_max=600.0)
    shift = max(abs(r0 / q0 - 1), abs(r3 / q3 - 1))
    assert shift < 0.01
    drift, hall = mobilities(w0, w3, kT)
    drift_q, hall_q = mobilities(q0, q3, kT)
    print(f"AT {temperature:.0f} K, kT = {kT * 1e3:.2f} meV")
    print(f"direct rate W0: {w0 / hbar_ev:.3e} 1/s")
    print(f"odd amplitude w3: {w3 / hbar_ev:.3e} 1/s")
    print(f"w3/W0: {w3 / w0:.5f}")
    print(f"classical drift mobility: {drift:.3e} cm2/Vs")
    print(f"classical Hall mobility: {hall:.3e} cm2/Vs")
    print(f"Hall/drift mobility: {hall / drift:.1f}")
    print(f"quantum/classical W0, w3: {q0 / w0:.3f}, {q3 / w3:.3f}")
    print(f"quantum drift mobility: {drift_q:.3e} cm2/Vs")
    print(f"quantum Hall mobility: {hall_q:.3e} cm2/Vs")
    print(f"shift on doubling time range: {shift:.1e}")
    if temperature == 300.0:
        hall_300 = hall

kT = k_ev * 300.0
flux_b = np.sqrt(3) / 4 * spacing**2 * field_b / hbar_ev
landau_zener = PI**1.5 * J**2 / (centre * np.sqrt(lam * kT))
carrier_distance = spacing / np.sqrt(occupied)
coulomb = const.e / (4 * PI * const.epsilon_0 * permittivity * carrier_distance)
coulomb_step = coulomb * spacing / carrier_distance
print("FIELD AND NEGLECTED EFFECTS AT 300 K")
print(f"flux phase of a triangle at {field_b:.0f} T: {flux_b:.3e} rad")
print(f"classical Hall angle at {field_b:.0f} T: {hall_300 * 1e-4 * field_b:.3e} rad")
print(f"even three-site term/W0, two triangles: {2 * even_ratio(J, lam, kT):.3f}")
print(f"Landau-Zener exponent: {landau_zener:.3f}")
print(f"(spacing/magnetic length)^2: {spacing**2 * field_b / hbar_ev:.2e}")
print(f"eEa/2kT at {field_e * 1e-8:.2f} MV/cm: {field_e * spacing / (2 * kT):.4f}")
print(f"blocked neighbour fraction (chosen filling): {occupied:.2f}")
print(f"Coulomb step per hop, permittivity {permittivity:.0f}: "
      f"{coulomb_step * 1e3:.2f} meV = {coulomb_step / kT:.3f} kT")
print("PASS")
```

It prints:

```
TESTS
two-site change with phase: 5.6e-17
triangle P at flux 0, +1, -1 rad: 0.20979, 0.26542, 0.15833
largest change with one link cut: 2.5e-16
coupling power, on-shell loop: 3.999, 3.999
coupling power, one-phonon hop: 1.999
odd rate, propagated/formula: 0.99995
cyclic symmetry, relative spread: 3.1e-06
even rate, propagated/formula: 0.99997
|odd/even|, third site level: 1.0488
|odd/even|, third site raised 9 kT: 1.55e-03
lattice Hall velocity, propagated/formula: 0.99995
lattice drift velocity, propagated/formula: 0.99998
quantum/classical at kT=0.3 eV, W0, w3: 1.0018, 1.0036
EXAMPLE INPUTS (rough)
spacing: 0.28 nm
reorganization energy: 0.60 eV
transfer energy: -10.0 meV
phonon band: 30 to 70 meV
barriers lam/4, lam/3, lam/12: 0.150, 0.200, 0.050 eV
AT 300 K, kT = 25.85 meV
direct rate W0: 6.531e+09 1/s
odd amplitude w3: -1.552e+08 1/s
w3/W0: -0.02376
classical drift mobility: 2.971e-04 cm2/Vs
classical Hall mobility: 1.415e-02 cm2/Vs
Hall/drift mobility: 47.6
quantum/classical W0, w3: 1.674, 1.898
quantum drift mobility: 4.972e-04 cm2/Vs
quantum Hall mobility: 1.605e-02 cm2/Vs
shift on doubling time range: 4.6e-04
AT 400 K, kT = 34.47 meV
direct rate W0: 2.413e+10 1/s
odd amplitude w3: -8.050e+08 1/s
w3/W0: -0.03336
classical drift mobility: 8.231e-04 cm2/Vs
classical Hall mobility: 1.987e-02 cm2/Vs
Hall/drift mobility: 24.1
quantum/classical W0, w3: 1.271, 1.355
quantum drift mobility: 1.046e-03 cm2/Vs
quantum Hall mobility: 2.117e-02 cm2/Vs
shift on doubling time range: 4.7e-06
FIELD AND NEGLECTED EFFECTS AT 300 K
flux phase of a triangle at 10 T: 5.158e-04 rad
classical Hall angle at 10 T: 1.415e-05 rad
even three-site term/W0, two triangles: 0.170
Landau-Zener exponent: 0.089
(spacing/magnetic length)^2: 1.19e-03
eEa/2kT at 0.01 MV/cm: 0.0054
blocked neighbour fraction (chosen filling): 0.01
Coulomb step per hop, permittivity 10: 5.14 meV = 0.199 kT
PASS
```
